\section*{Born Charges Along an Insulating Path Fix the Change of Polarization}

A ferroelectric memory capacitor is read by the charge that flows when its polarization is switched. In polar hafnia the switching moves columns of oxygen ions relative to the hafnium planes. An oxygen can reach its new site by a short shift between two planes, or by a longer shift the other way, through a plane. Both motions can end in the same crystal, yet they need not send the same charge round the circuit. A calculation that knows the initial and final crystals alone therefore lacks something, and the Born effective charges along the path supply it.

Let the lattice vectors be fixed, the macroscopic electric field zero and the temperature zero. Electrons are treated in a mean field, the ions move slowly, and a gap separates filled from empty states throughout. In atomic units, with electron charge $-1$, the polarization change is the transported charge and the Born charge is its rate:
\begin{equation}
\Delta P_\alpha=\int j_\alpha\,dt
=\frac1\Omega\int\sum_{s\beta}Z^*_{s,\alpha\beta}\,du_{s\beta},
\qquad
Z^*_{s,\alpha\beta}=\Omega\frac{\partial P_\alpha}{\partial u_{s\beta}} .
\end{equation}
Here $\Omega$ is the cell volume and $u_{s\beta}$ the displacement of sublattice $s$. The current in the bulk is a definite quantity, so this change has no branch to choose.

A chain with two electrons per cell shows every step. Its period is $a$ and its area $A$, so $\Omega=aA$. A cation with core charge $+2$ sits at $x=0$; an anion with core charge zero sits at $\tau=a/2+u$, in a column offset sideways by $b$. With $d_n=\tau+na$, $r_n=(d_n^2+b^2)^{1/2}$ and hopping $t(r)$, the Hamiltonian in the order cation, anion is
\begin{equation}
H=\begin{pmatrix}\Delta/2&f\\ f^*&-\Delta/2\end{pmatrix},\qquad
f=\sum_n t(r_n)e^{ikna},\qquad
E_{c,v}=\pm\sqrt{\Delta^2/4+|f|^2}.
\end{equation}
The gap $g=E_c-E_v$ is at least $\Delta$, so for $\Delta>0$ the model is insulating at every anion position.

The orbitals are taken to ride with their atoms, and the position operator to be diagonal in the sites: $r=i\partial_k+\hat\tau$, where $\hat\tau$ is $0$ on the cation and $\tau$ on the anion. The electron velocity is then $V+\dot u\,\Pi$, with $\Pi$ the projector on the anion and
\begin{equation}
V=i[H,r]=\partial_kH+i[H,\hat\tau],\qquad
V_{\rm cat,an}=i\sum_n d_n t(r_n)e^{ikna}.
\end{equation}
In the last element, $\partial_k$ supplies the factor $ina$ and the commutator supplies $i\tau$.

To find the current, write the state at each $k$ as $e^{-i\int E_vdt}(|v\rangle+|\delta\rangle)$, with $\langle v|\partial_uv\rangle=0$ along the motion. The Schr\"odinger equation gives
\begin{equation}
i\dot u|\partial_uv\rangle+i|\dot\delta\rangle=(H-E_v)|\delta\rangle .
\end{equation}
The term $|\dot\delta\rangle$ is of second order in slowness and is dropped. Differentiating $H|v\rangle=E_v|v\rangle$ and projecting on $c$ gives $\langle c|\partial_uv\rangle=-(\partial_uH)_{cv}/g$, so
\begin{equation}
\delta_c=\frac{i\dot u\langle c|\partial_uv\rangle}{g}
=-\frac{i\dot u(\partial_uH)_{cv}}{g^2}.
\end{equation}
The zeroth-order average $\langle v|V|v\rangle=\partial_kE_v$ vanishes when integrated over the zone. The first-order part is $2\,{\rm Re}(V_{vc}\delta_c)=2\dot u\,{\rm Im}[V_{vc}(\partial_uH)_{cv}]/g^2$. Let $\langle\cdots\rangle_k=(a/2\pi)\int_0^{2\pi/a}dk\cdots$. The mean electron position $\bar x$ then moves at the rate
\begin{equation}
\frac{d\bar x}{du}=\left\langle |v_{\rm an}|^2+
\frac{2\,{\rm Im}[V_{vc}(\partial_uH)_{cv}]}{g^2}\right\rangle_k,
\qquad Z^*=-2\frac{d\bar x}{du}.
\label{rate}
\end{equation}
The first term is charge carried by the moving anion; the second is charge transferred between atoms. The anion core would add its own charge, here zero. With several bands one sums over filled $v$ and empty $c$. Pairs of filled states cancel, since exchanging them reverses the sign of the imaginary part and leaves the squared denominator unchanged.

A limiting case shows why $Z^*$ can exceed the ionic charge. Take $u=0$, nearest neighbours and $t\ll\Delta$, and let $t'=dt/dd$ at $d=a/2$. Then $f=t(1+e^{-ika})$, $\partial_uf=t'(1-e^{-ika})$ and $V_{\rm cat,an}=i(ta/2)(1-e^{-ika})$. To leading order $v$ is the anion state and $c$ the cation state in the transfer term, while $|v_{\rm an}|^2=1-|f|^2/\Delta^2$. Since $\langle|1\pm e^{-ika}|^2\rangle_k=2$,
\begin{equation}
\frac{d\bar x}{du}\simeq1-\frac{2t^2}{\Delta^2}-\frac{2att'}{\Delta^2},
\qquad
Z^*\simeq-2+\frac{4t^2}{\Delta^2}\left(1+\frac{at'}{t}\right).
\end{equation}
Covalency leaves less charge on the anion, but hopping that falls with distance ($t'<0$) sends electrons toward the cation being approached. The magnitude exceeds 2 if $a|t'|/t>1$.

The Berry-phase description must have the same derivative. Choose $v(k)$ periodic in $k$. The centre of the filled band's Wannier function is
\begin{equation}
\bar x=\left\langle v^\dagger i\partial_kv+\tau|v_{\rm an}|^2\right\rangle_k .
\label{centre}
\end{equation}
Differentiate the first term and integrate by parts; the boundary terms cancel by periodicity:
\begin{align}
\partial_u\langle v^\dagger i\partial_kv\rangle_k
&=\left\langle i(\partial_uv^\dagger\partial_kv-\partial_kv^\dagger\partial_uv)\right\rangle_k
=\left\langle2\,{\rm Im}(\partial_kv^\dagger\partial_uv)\right\rangle_k\nonumber\\
&=\left\langle\frac{2\,{\rm Im}[(\partial_kH)_{vc}(\partial_uH)_{cv}]}{g^2}\right\rangle_k .
\end{align}
The last line inserts the complete set $v,c$. The $v$ part is a product of two imaginary numbers, hence real, and drops out. For the second term of Eq.~(\ref{centre}),
\begin{equation}
\partial_u(\tau|v_{\rm an}|^2)=|v_{\rm an}|^2
-\frac{2\,{\rm Re}[\hat\tau_{vc}(\partial_uH)_{cv}]}{g}.
\end{equation}
Because $(i[H,\hat\tau])_{vc}=-ig\hat\tau_{vc}$, the final term is $2\,{\rm Im}\{(i[H,\hat\tau])_{vc}(\partial_uH)_{cv}\}/g^2$. Adding the pieces reproduces Eq.~(\ref{rate}).

The value of $\bar x$ itself is less definite. The replacement $v\to e^{-i\beta(k)}v$ leaves the filled band unchanged and adds $\langle\partial_k\beta\rangle_k$ to $\bar x$. Periodicity allows $\beta$ to grow by $2\pi m$ across the zone, which shifts $\bar x$ by $ma$. With $P=-2\bar x/\Omega$, endpoint phases give $P$ only modulo $Q=2a/\Omega=2/A$. In three dimensions the corresponding quantum for spin-paired bands is $2\mathbf R/\Omega$, with $\mathbf R$ a lattice vector and the ion labels kept fixed. The derivative is unaffected, since $m$ cannot change under a smooth motion. If $P^{\rm w}$ denotes values wrapped into one interval of width $Q$, then
\begin{equation}
\Delta P=P^{\rm w}_{\rm end}-P^{\rm w}_{\rm start}+nQ,
\qquad
n=\frac{\Omega^{-1}\int Z^*du-(P^{\rm w}_{\rm end}-P^{\rm w}_{\rm start})}{Q}.
\label{branch}
\end{equation}
This is the precise sense in which Born charges fix the branch: they fix the branch of a change along a path, not an absolute polarization of a crystal. An integral in error by less than $Q/2$ already determines $n$ by rounding, and the Berry phases then supply the accurate change.

For numbers, take $a=0.25$ nm, $A=0.13$ nm$^2$, $b=0.17$ nm and $\Delta=5.5$ eV. The hopping is 1.8 eV at the symmetric bond length $r_0=0.211$ nm and decays exponentially with length $\lambda=0.07$ nm. These are round values in the rough regime of ferroelectric hafnia. The cation charge $+2$ stands for the part of the hafnium charge not compensated by the oxygens that stay in place. At $u=0$ the ratio $a|t'|/t=a(a/2)/(r_0\lambda)$ is about 2.1, so the limiting formula predicts an enhanced charge. The full model gives $Z^*=-2.36e$, of which $-1.77e$ is carried and $-0.59e$ transferred. At $u=-a/2$, with the anion in the cation plane, the nearest distance is stationary; the transferred part falls to $-0.05e$ and $Z^*$ to $-1.71e$.

Start at $u=-u_0$ with $u_0=0.04$ nm. The direct path ends at $+u_0$. The crossing path ends at $u_0-a=-0.21$ nm, which is the same crystal with the anion sublattice labelled one period away. The quantum is $Q=246.49\ \mu$C/cm$^2$, and the wrapped polarizations are $-78.11$ at the start and $+78.11\ \mu$C/cm$^2$ at the end. Their unrounded difference is $+156.23\ \mu$C/cm$^2$ for either path. The integrals of $Z^*$ are $-0.183093$ and $+0.316907$ $e\,$nm. Since $\Omega^{-1}=Q/(2ea)$ with $e$ restored,
\begin{align}
\Delta P_{\rm direct}&=\frac{-0.183093}{2(0.25)}\,246.49=-90.26\ \mu{\rm C/cm^2},\\
\Delta P_{\rm cross}&=\frac{+0.316907}{2(0.25)}\,246.49=+156.23\ \mu{\rm C/cm^2}.
\end{align}
Equation~(\ref{branch}) gives $n=(-90.26-156.23)/246.49=-1$ for the direct path and $n=0$ for the crossing path. Plain subtraction of the wrapped values would give the direct switching the wrong sign and size.

Little information is needed to settle this. Using just the starting charge, $-2.1554e$, over the whole displacement gives $-85.00$ and $+180.63\ \mu$C/cm$^2$. The errors, about 5 and $24\ \mu$C/cm$^2$, are far below $Q/2=123.24\ \mu$C/cm$^2$, so both integers come out right. This margin belongs to the one-anion cell of the model. The cell of polar hafnia holds four formula units, two such chains by two periods, and its quantum is $2(2a)/(4\Omega)=Q/2$. In that cell the tolerated error is $Q/4\approx62\ \mu$C/cm$^2$, which these errors still satisfy, and the two paths differ by two of its quanta. Following the phase in small steps also works if the true change in each step is below $Q/2$. Eight equal steps along the crossing path have a largest change of $21.63\ \mu$C/cm$^2$ and recover its total.

The two results differ by one quantum for a reason that does not depend on these parameters. When $u$ increases by $a$, $f$ becomes $e^{-ika}f$, which only relabels anion cells. The centre $\bar x$ must therefore advance by an integer times $a$. Reduce all hoppings smoothly to zero: the gap stays at least $\Delta$, so the integer cannot jump, and in the limit the electrons ride with the anion and it equals one. Hence
\begin{equation}
\int_u^{u+a}Z^*(u')\,du'=-2a .
\end{equation}
The local charge varies from $-2.36e$ to $-1.71e$ between the two symmetric positions, but its mean over a period is the ionic charge $-2e$. The direct endpoint lies one period above the crossing endpoint, so $\Delta P_{\rm cross}-\Delta P_{\rm direct}=Q$.

A finite sample shows where the difference resides. In open chains of 30 and 45 cells, the dipole change per added cell is $-0.183093$ $e\,$nm for the direct path and $+0.316907$ $e\,$nm for the crossing path, with no Berry phase used. The final interiors are alike; the chain ends differ, because all anions have been displaced by a further period. Integrating the electron current during a smooth 30 fs motion along the direct path gives $-0.183098$ $e\,$nm, in agreement with the adiabatic integral.

Within a gapped region, smooth deformation of a path with fixed endpoints does not alter the result. A continuous $\bar x$ can be defined in the neighbourhood of any gapped point, so the mixed derivatives of $\bar x$ agree, and by Stokes' theorem the integral round a contractible gapped loop vanishes. As a test, the direct path was given a sideways bulge of 0.03 nm. The longitudinal displacement then contributes $-0.173950$ and the sideways one $-0.009143$ $e\,$nm; the sum is again $-0.183093$ $e\,$nm. Omitting the off-diagonal Born charge would spoil the agreement.

The argument fails if the deformation must cross a metal. Treat $\Delta$ as adjustable. At $u=0$ and $k=\pi/a$ the hoppings to the left and right cancel in $f$, so the gap closes at $\Delta=0$. A loop $u=0.03\cos\theta$ nm, $\Delta=3\sin\theta$ eV surrounds this point and pumps a charge of size $2e$, though the gap is open all along it. Centring the same loop at $\Delta=5.5$ eV pumps none. The full-period slide above is a different case: it closes only after lattice-translated crystals are identified, and can carry an integer charge without surrounding a metal.

The choice of reference needs the same care. The reflection $x\to-x$ turns $P$ into $-P$, so a crystal unchanged by it must have $2P=mQ$, that is $P=0$ or $Q/2$ modulo $Q$. At $u=0$ the formal value has size $123.24\ \mu$C/cm$^2$, half a quantum of the one-anion cell (a whole quantum of the four-formula-unit cell), although the crystal does not distinguish $+x$ from $-x$. Measured from it, the $+u_0$ crystal has polarization $-45.13\ \mu$C/cm$^2$. Measured from the other symmetric crystal, $u=-a/2$, it has $+78.11\ \mu$C/cm$^2$. A quoted spontaneous polarization therefore needs its reference and path. The sign matters for switching too: a field along $+x$ pushes the negatively charged anion toward $-x$, along the crossing path, and the opposite field favours the direct one. Which path has the lower barrier is not decided by this model.

Set beside real hafnia films, the $45\ \mu$C/cm$^2$ of the direct path is near the rough $50\ \mu$C/cm$^2$ calculated for the ideal polar crystal, while films often show roughly 10 to $30\ \mu$C/cm$^2$. The closeness to the calculated value reflects the round inputs chosen and is no test of the model. Of the reductions estimated here for a film that stays uniformly polarized, the largest comes from the assumption of a single aligned crystal. If grains are randomly oriented, fully polar and each poled to the nearer sense of a polar axis that cannot itself reorient, the mean projection is $1/2$, leaving about $23\ \mu$C/cm$^2$. Zero field is also broken, because electrodes screen imperfectly. For film thickness $d=10$ nm, relative permittivity $\kappa=30$ and total effective screening length $L=0.05$ nm, all rough, short-circuit conditions $Ed+DL/\varepsilon_0=0$ and $D=\varepsilon_0\kappa E+P$ give, in SI units,
\begin{equation}
E=-\frac{PL}{\varepsilon_0(d+\kappa L)} .
\end{equation}
Here $P$ is measured from the $u=0$ crystal, whose film surfaces are assumed to carry no net charge. The size of the field is then about 2.2 MV/cm, and the linear response $\varepsilon_0(\kappa-1)|E|$ removes about $6\ \mu$C/cm$^2$, roughly 13\% of $P$. This field is high, above a rough coercive field of 1 to 2 MV/cm, so the estimate signals that a uniformly polarized film may not be stable with these inputs.

Some other effects can be sized with the same model. Changing $\Delta$ by $\pm1$ eV together with the hopping by $\pm20\%$ moves the direct switching between 85.0 and $98.0\ \mu$C/cm$^2$. An in-step vibration of 0.007 nm rms about a fixed mean position shifts the mean $P$ by $0.10\ \mu$C/cm$^2$. At 358 K the intrinsic carrier factor $e^{-g/2k_{\rm B}T}$ is about $10^{-39}$, and for switching in 1 ps the slowness parameter $\hbar/(g\times1\,{\rm ps})$ is $1.2\times10^{-4}$. At a rough breakdown field of 4 MV/cm the film drops 4 V, too little to lift an electron across the 5.5 eV gap within it. Defects and electrodes can still leak, adding measured charge that is not polarization. Strain, non-polar grains and electron interaction beyond fixed parameters are not sized here. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Cation-plane spacing a: 0.25 nm; area per chain: 0.13 nm^2
Sideways offset b: 0.17 nm; bond length: 0.2110 nm
Onsite splitting: 5.5 eV; hopping at bond: 1.8 eV
Hopping decay length: 0.07 nm; polar displacement u0: 0.04 nm
Smallest direct gap on both paths: 5.500 eV
Polarization quantum 2e/A: 246.49 uC/cm^2
u = +0.0000 nm: Z* = -2.3641 e (carried -1.7731, transfer -0.5910)
u = +0.0400 nm: Z* = -2.1554 e (carried -1.7404, transfer -0.4150)
u = -0.0400 nm: Z* = -2.1554 e (carried -1.7404, transfer -0.4150)
u = -0.0625 nm: Z* = -1.9661 e (carried -1.7070, transfer -0.2591)
u = -0.1250 nm: Z* = -1.7056 e (carried -1.6540, transfer -0.0516)
u = -0.2100 nm: Z* = -2.1554 e (carried -1.7404, transfer -0.4150)
Wrapped Berry polarization at -u0: -78.11 uC/cm^2
Wrapped Berry polarization at +u0: +78.11 uC/cm^2
Difference of wrapped endpoint values: +156.23 uC/cm^2
Integral of Z* du, direct path: -0.183093 e nm
Integral of Z* du, crossing path: +0.316907 e nm
Polarization change, direct path: -90.26 uC/cm^2
Polarization change, crossing path: +156.23 uC/cm^2
Integer n: direct -1, crossing +0
One-point estimate, direct path: -85.00 uC/cm^2
One-point estimate, crossing path: +180.63 uC/cm^2
Largest of 8 tracked phase steps: 21.63 uC/cm^2
Finite chains, direct path: -0.183093 e nm per cell
Finite chains, crossing path: +0.316907 e nm per cell
Real-time current, 30 fs ramp: -0.183098 e nm
Detour, greatest sideways shift: 0.03 nm
Detour: along -0.173950, sideways -0.009143 e nm
Mean Z* over a full period: -2.000000 e
Loop round metallic point: +2.000000 e pumped
Loop without metallic point: 0.000000 e pumped (size)
Formal polarization at u = 0 (size): 123.24 uC/cm^2
Polarization of +u0 from u = 0: -45.13 uC/cm^2
Same crystal from u = -a/2: +78.11 uC/cm^2
Rough device inputs: film 10 nm, permittivity 30
Rough total electrode screening length: 0.05 nm
Depolarizing field (size): 2.22 MV/cm
Polarization lost to that field: 5.69 uC/cm^2
Random-grain factor: 0.500; polarization left: 22.57 uC/cm^2
Direct switching size, splitting +-1 eV and hopping +-20%: 85.0 to 98.0 uC/cm^2
In-step vibration of 0.007 nm rms shifts P by +0.102 uC/cm^2
log10 of thermal carrier factor at 358 K: -38.7
hbar/(gap x 1 ps), speed parameter: 1.20e-04
Voltage across film at 4 MV/cm: 4.00 V
\end{verbatim}
